# Dielectric Anomalies at Improper Ferroelectric Transitions in Mean-Field Landau Theory, part 1

(Sections cited here and not found follow in the second part.)

## Question

In a proper ferroelectric the dielectric susceptibility diverges at a continuous transition as $C/|T-T_c|$. In an improper ferroelectric the soft modes are nonpolar and the polarization follows them through a term linear in $P$: a cubed amplitude $PQ^3$ in hexagonal YMnO$_3$, a product $Pq_1q_2$ in Ca$_3$Mn$_2$O$_7$. Why should such a coupling remove the Curie-Weiss divergence, what anomaly is left in each case, and is the absence of a divergence guaranteed?

## Answer

### Mechanism

An electric field deforms a crystal in two ways. It displaces the polar mode against that mode's own stiffness, which in an improper ferroelectric is finite at all temperatures. It also pushes on any other mode $q$ whose change alters the polarization, with a force proportional to $\partial P/\partial q$. A divergence can come only from the second route, and it needs a mode whose stiffness vanishes faster than the square of this effective charge. If symmetry makes $P$ proportional to a second or higher power of the soft amplitude, the charge vanishes at the transition together with the stiffness, and the anomaly is set by the ratio of charge squared to stiffness.

Everything below is mean-field Landau theory for a single domain at clamped strain, except where stated. $F$ is a free-energy density, $P$ the polarization along the polar axis, $\chi=\varepsilon_0^{-1}\,dP/dE$ the static susceptibility, and $\tau=T_c-T$. The bare polar term is $\tfrac12\alpha P^2$ with constant $\alpha>0$, so the background is $\chi_0=1/(\varepsilon_0\alpha)$. Mode amplitudes are dimensionless.

### Which couplings symmetry allows

In YMnO$_3$ the parent group is $P6_3/mmc$ and the cell-tripling mode $K_3$ has wavevector $\mathbf K=(\tfrac13,\tfrac13,0)$ in reciprocal-lattice units. It can be represented by Y displacements $u_z(\mathbf R)=\mathrm{Re}\,[\eta\, e^{2\pi i\mathbf K\cdot\mathbf R}]$, equal in the layers $z=0$ and $z=\tfrac12$, with $\eta=Qe^{i\Phi}$. Consider a monomial $P\eta^j\eta^{*k}$ with $P=P_z$. A lattice translation multiplies $\eta$ by $e^{\pm2\pi i/3}$ and leaves $P$ alone, so $j-k$ must be a multiple of 3. The mirror at $z=\tfrac14$ swaps the layers and reverses $u_z$, giving $\eta\to-\eta$ and $P\to-P$, so $j+k$ must be odd. Since $j-k$ and $j+k$ have the same parity, $j-k$ is an odd multiple of 3, and the lowest candidates are $P\eta^3$ and $P\eta^{*3}$. Inversion through a Y atom gives $u_z(\mathbf R)\to-u_z(-\mathbf R)$, that is $\eta\to-\eta^*$ and $P\to-P$, which exchanges the two candidates. Only their sum survives, $P\,\mathrm{Re}\,\eta^3=PQ^3\cos3\Phi$. The same mirror forbids a cubic term in $\eta$ alone, so the expansion permits a continuous transition.

In Ca$_3$Mn$_2$O$_7$ the parent group is $I4/mmm$ and the $X$ point has two arms, $\mathbf k_1=(\tfrac12,\tfrac12,0)$ and $\mathbf k_2=(\tfrac12,-\tfrac12,0)$. The mode $X_2^+$, with amplitudes $(R_1,R_2)$, rotates the octahedra about $z$ in the same sense in both layers of a bilayer. The tilt $X_3^-$, with amplitudes $(T_1,T_2)$, moves the oxygen shared by the two layers along $\hat z\times\mathbf k_m$. The translation $(1,0,0)$ reverses all four amplitudes, which removes odd degrees. The centring $(\tfrac12,\tfrac12,\tfrac12)$ reverses arm 1 and keeps arm 2, so at degree two both factors come from one arm. Under inversion through the shared oxygen, $R_1$ is even (an axial vector) while $T_1$ and $\mathbf P$ are odd; this removes $PR_1^2$ and $PT_1^2$ and leaves $PR_1T_1$. The mirror $z\to-z$ keeps $R_1$ and $T_1$, which excludes $P_z$. The mirror $x\leftrightarrow y$ reverses both $R_1$ and $T_1$, so the partner must be even under it, namely $P_x+P_y$. The fourfold axis supplies the term for the other arm, and the invariant is
$$R_1T_1(P_x+P_y)+R_2T_2(P_x-P_y).$$

These arguments use selected operations. The numerical check applies every operation of both groups to the atoms, confirms that the two expressions are invariant, and counts invariants by characters: 0, 0, 1 at degrees 1, 2, 3 for $K_3$ with 6 domain states, and a single invariant, of type $PRT$, up to degree two for the $X$ modes with 8 domain states.

### The response formula

Let $F(P,\mathbf q)$ be the field-free energy, so that equilibrium in a field means $F_P=E$ and $F_{\mathbf q}=0$. Define $A=F_{PP}$ and $\mathbf h=F_{P\mathbf q}$. Differentiating both conditions gives
$$A\,dP+\mathbf h^{T}d\mathbf q=dE,\qquad \mathbf h\,dP+F_{\mathbf{qq}}\,d\mathbf q=0 .$$
The first equation yields $dP=dE/A+\mathbf v^Td\mathbf q$ with $\mathbf v=-\mathbf h/A$; at fixed $E$ this shows that $\mathbf v=\partial P_{\rm eq}/\partial\mathbf q$, the effective charge. Inserting $dP$ into the second equation gives $\mathbf h\,dE/A+(F_{\mathbf{qq}}-\mathbf h\mathbf h^T/A)\,d\mathbf q=0$, or $S\,d\mathbf q=\mathbf v\,dE$ with $S=F_{\mathbf{qq}}-\mathbf h\mathbf h^T/A$. Therefore
$$\varepsilon_0\chi=\frac1A+\mathbf v^{T}S^{-1}\mathbf v .\tag{1}$$
$S$ is the Hessian of $F_{\rm eff}(\mathbf q)=F(P_{\rm eq}(\mathbf q),\mathbf q)$ at zero field: the first derivative is $F_{\mathbf q}$ because $F_P=0$, and the second is $F_{\mathbf{qq}}+\mathbf h\mathbf v^T=S$.

Equation (1) is exact at any stable minimum. With $A$ finite, $\chi$ diverges only if an eigenvalue of $S$ vanishes faster than the squared component of $\mathbf v$ along its eigenvector. In the parent phase $\mathbf h$ is the coefficient of a bilinear invariant $Pq$, which does not exist for different irreducible representations, so $\mathbf v=0$ and $\chi=\chi_0$ however soft $\mathbf q$ becomes.

### Power counting for $PQ^n$

Take one amplitude,
$$F=\tfrac a2Q^2+\tfrac b4Q^4+\tfrac c6Q^6+\tfrac\alpha2P^2-gPQ^n,\qquad a=a_0(T-T_0).$$
Then $A=\alpha$, $P_{\rm eq}=gQ^n/\alpha$ and $v=ngQ^{n-1}/\alpha$. Substituting $P_{\rm eq}$ turns the last two terms into $\tfrac{g^2Q^{2n}}{2\alpha}-\tfrac{g^2Q^{2n}}{\alpha}=-\tfrac{g^2Q^{2n}}{2\alpha}$, which renormalizes one coefficient: $a_{\rm eff}=a-g^2/\alpha$ for $n=1$, $b_{\rm eff}=b-2g^2/\alpha$ for $n=2$, and $c_{\rm eff}=c-3g^2/\alpha$ for $n=3$. The other coefficients keep their bare values.

Below a continuous transition with $b_{\rm eff}>0$, stationarity at leading order reads $a_{\rm eff}+b_{\rm eff}Q^2=0$, so $Q^2=a_0\tau/b_{\rm eff}$ and $S=a_{\rm eff}+3b_{\rm eff}Q^2=2b_{\rm eff}Q^2$. With $1/(\varepsilon_0\alpha^2)=\chi_0/\alpha$, equation (1) becomes
$$\chi-\chi_0=\chi_0\frac{g^2}{\alpha}\,\frac{n^2Q^{2n-4}}{2b_{\rm eff}}\;\propto\;\tau^{\,n-2}.\tag{2}$$

For $n=1$ the charge $v=g/\alpha$ is constant. The transition moves to $T_c=T_0+g^2/(\alpha a_0)$; above it $S=a_0(T-T_c)$ and $\chi-\chi_0=C/(T-T_c)$ with $C=\chi_0g^2/(\alpha a_0)$, and below it (2) gives $C/(2\tau)$. This is the pseudo-proper case, with a full Curie-Weiss law. For $n=2$ charge squared and stiffness both scale as $Q^2$, leaving a step $2\chi_0g^2/(\alpha b_{\rm eff})$. For $n=3$ the charge wins and $\chi$ is continuous, with a kink.

The counting changes at a tricritical point, $b_{\rm eff}=0$. There $a+c_{\rm eff}Q^4=0$, so $Q^2=\sqrt{a_0\tau/c_{\rm eff}}$ and $S=a+5c_{\rm eff}Q^4=4c_{\rm eff}Q^4$, which gives $\chi-\chi_0=\chi_0(g^2/\alpha)\,n^2Q^{2n-6}/(4c_{\rm eff})$. For $n=2$ this is $\chi_0(g^2/\alpha)/\sqrt{c\,a_0\tau}$, a divergence on the low side only, with exponent $-\tfrac12$. For $n=3$ it is a finite step $9\chi_0g^2/(4\alpha c_{\rm eff})$.

### The YMnO$_3$ form

At the order of the kink a second term competes, the biquadratic coupling that any symmetry allows:
$$F=\tfrac a2Q^2+\tfrac b4Q^4+\tfrac c6Q^6-gPQ^3\cos3\Phi+\tfrac12(\alpha+g'Q^2)P^2 .$$
Now $A=\alpha+g'Q^2$ and $P_{\rm eq}=gQ^3\cos3\Phi/A$, and eliminating $P$ adds $-g^2Q^6\cos^23\Phi/(2A)$. This is lowest at $\Phi=m\pi/3$, six states with $P$ of sign $(-1)^m$. A bare anisotropy $\tfrac{c'}6Q^6\cos6\Phi$ is also allowed and is set to zero here; since $\cos^23\Phi=\tfrac12(1+\cos6\Phi)$, the polar angles remain the minima near $T_c$ as long as $c'/6<g^2/(4\alpha)$.

The phase mode is very soft, with stiffness of order $Q^6$, but $F_{P\Phi}=3gQ^3\sin3\Phi$ and $F_{Q\Phi}=9gPQ^2\sin3\Phi$ both vanish at $\Phi=m\pi/3$, so it carries no charge and does not mix with $Q$. At $\Phi=0$ the condition $F_Q=0$, divided by $Q$, and the second derivatives are
$$a+bQ^2+cQ^4-3gQP+g'P^2=0,\qquad h=-3gQ^2+2g'QP,$$
$$S=a+3bQ^2+5cQ^4-6gQP+g'P^2-h^2/A .$$
Near $T_c=T_0$, $P\simeq gQ^3/\alpha\propto\tau^{3/2}$, so $QP$ and $h^2$ are of order $Q^4$ and $S\simeq2bQ^2$. Then $v^2/S\simeq9g^2Q^2/(2b\alpha^2)$ and $1/A\simeq1/\alpha-g'Q^2/\alpha^2$. With $Q^2=a_0\tau/b$,
$$\frac{d\chi}{d\tau}\Big|_{\tau\to0^+}=\frac{\chi_0}{\alpha}\Big(\frac{9g^2}{2b}-g'\Big)\frac{a_0}{b}.\tag{3}$$
The kink can have either sign, and the improper coupling is only one of its two sources.

### The Ca$_3$Mn$_2$O$_7$ form

Assume that the states on a single arm are the stable ones, write $q_1,q_2$ for the two amplitudes and $P$ for the component along $[110]$, and omit the terms $q_i^2P^2$, which, like $g'$ above, change $A$, $\mathbf h$ and $S$ smoothly. When weak they shift only the sizes of the anomalies, but they renormalize the effective quartic coefficients at finite $q_1$, so a strong one can turn the continuous second transition found below into a first-order one and replace its pole by a finite step. Without them,
$$F=\sum_{i}\Big(\tfrac{a_i}2q_i^2+\tfrac{b_i}4q_i^4\Big)+\tfrac{c_{12}}2q_1^2q_2^2+\tfrac\alpha2P^2-\gamma q_1q_2P ,$$
with $a_1=a_0(T-T_1)$, $a_2=a_0(T-T_b)$ and $T_b\le T_1$. Here $P_{\rm eq}=\gamma q_1q_2/\alpha$ and $\mathbf v=(\gamma/\alpha)(q_2,q_1)$. Eliminating $P$ adds $-\gamma^2q_1^2q_2^2/(2\alpha)$, so $c_{12}$ is replaced by $c_e=c_{12}-\gamma^2/\alpha$. Let $D=b_1b_2-c_e^2$.

In the polar phase $a_1+b_1q_1^2+c_eq_2^2=0$ and $a_2+c_eq_1^2+b_2q_2^2=0$, whose solution is $q_1^2=(c_ea_2-b_2a_1)/D$, $q_2^2=(c_ea_1-b_1a_2)/D$. Using these conditions, $S_{11}=a_1+3b_1q_1^2+c_eq_2^2=2b_1q_1^2$, $S_{22}=2b_2q_2^2$, $S_{12}=2c_eq_1q_2$ and $\det S=4Dq_1^2q_2^2$. For a $2\times2$ matrix $\mathbf v^TS^{-1}\mathbf v=(S_{22}v_1^2-2S_{12}v_1v_2+S_{11}v_2^2)/\det S$, so
$$\chi-\chi_0=\chi_0\frac{\gamma^2}{\alpha}\,\frac{b_1q_1^4-2c_eq_1^2q_2^2+b_2q_2^4}{2D\,q_1^2q_2^2}.\tag{4}$$
What happens depends on the route into this phase.

If $T_b=T_1$, with $D>0$ and $c_e$ below both $b_i$, then $q_1^2=a_0\tau(b_2-c_e)/D$ and $q_2^2=a_0\tau(b_1-c_e)/D$. The factor $\tau^2$ cancels in (4), leaving a step, and $P\propto\tau$: the $n=2$ behaviour. No symmetry relates the two representations, so this equality is a fine-tuning.

If $T_b<T_1$ and $D>0$, mode 1 condenses first, with $q_1^2=a_0(T_1-T)/b_1$ and $q_2=P=0$. Now $\mathbf v=(0,\gamma q_1/\alpha)$, $S_{12}=0$ and $S_{22}=a_2+c_eq_1^2$, so
$$\chi-\chi_0=\chi_0\frac{\gamma^2}{\alpha}\,\frac{q_1^2}{a_2+c_eq_1^2}.\tag{5}$$
Just below $T_1$ the denominator is $a_0(T_1-T_b)$, giving a kink of slope $\chi_0\gamma^2/[\alpha b_1(T_1-T_b)]$. For $c_e<b_1$ the denominator can be written $a_0(1-c_e/b_1)(T-T_2)$ with $T_2=(T_b-c_eT_1/b_1)/(1-c_e/b_1)$, and at $T_2$ the numerator is finite. Provided $T_2>0$, so that this temperature can be reached, the result is a pole,
$$\chi-\chi_0\simeq\frac{C}{T-T_2},\qquad C=\chi_0\frac{\gamma^2}{\alpha}\,\frac{q_1^2(T_2)}{a_0(1-c_e/b_1)} .\tag{6}$$
Below $T_2$, $q_2^2$ vanishes at $\tau=T_2-T=0$ and grows as $a_0(b_1-c_e)\tau/D$, so the transition is continuous. The first term of (4) becomes $b_1q_1^2/(2Dq_2^2)=q_1^2/[2a_0(1-c_e/b_1)\tau]$, which is $C/(2\tau)$ after the prefactor is restored. The reason is one of symmetry. The operations of the intermediate phase leave $q_1$ invariant, and they leave $q_1q_2P$ invariant, so $q_2P$ is a bilinear invariant: $q_2$ and $P$ share a representation, and $-(\gamma q_1)q_2P$ is an $n=1$ coupling. The program confirms this for either mode condensing first. A trilinear coupling therefore does not guarantee the absence of a Curie-Weiss divergence.

The third route opens when $c_e<-\sqrt{b_1b_2}$. On the ray $q_2^2=q_1^2\sqrt{b_1/b_2}$ the quartic terms sum to $\tfrac12q_1^4\sqrt{b_1/b_2}\,(\sqrt{b_1b_2}+c_e)<0$, so sextic terms $\tfrac d6(q_1^6+q_2^6)$ are needed. If $T_1-T_b$ is small enough, a polar minimum at finite amplitudes drops below the parent before either mode goes soft (an avalanche transition). Above it $\chi=\chi_0$. Below it stationarity gives $S_{ii}=2b_iq_i^2+4dq_i^4$ and $S_{12}=2c_eq_1q_2$; at the crossing of two separate minima $S$ stays positive definite, and (1) gives a finite step.

In mean-field theory, the $PQ^3$ coupling leaves a kink in $\chi$ at an ordinary continuous transition into a polar state, while the trilinear coupling gives a finite step for simultaneous or avalanche onset but a Curie-Weiss pole when the second of two successive transitions is continuous. What remains is to check these results numerically, compare the two materials, and set out the limits of the argument.
